# Why arsenic deactivation in silicon speeds up nearby boron diffusion

**Question.** A silicon wafer carries a heavily arsenic-doped surface layer and, some distance below it, a thin boron marker. During an anneal at 750 °C part of the arsenic becomes electrically inactive, and the boron spreads faster than it would without the arsenic. The two dopants are not in contact. What passes between them, and how large can the effect be?

**Answer.**

## What a cluster does to the lattice

Boron in silicon diffuses mainly by pairing with silicon interstitials. Its diffusivity therefore follows the local interstitial concentration, and something in the arsenic layer must raise that concentration.

Suppose that $n$ substitutional arsenic atoms form a cluster containing $v$ vacant sites. Let $m$ silicon atoms leave their sites and $j$ interstitials appear. Conservation of silicon atoms gives $j=m$. Before the reaction, $n+m$ lattice sites are involved; the cluster occupies $n+v$. In the bulk, away from surfaces and dislocations, sites are neither made nor lost, so $n+m=n+v$ and

$$j=m=v .$$

A cluster without a vacancy ejects nothing. A cluster with one vacancy ejects one interstitial:

$$n\,\mathrm{As}+\mathrm{Si_{site}}\rightleftharpoons \mathrm{As}_n\mathrm{V}+\mathrm{I}. \tag{1}$$

There is a second route to the same cluster. It can capture a vacancy that already exists, $n\,\mathrm{As}+\mathrm V\rightleftharpoons \mathrm{As}_n\mathrm V$, and then no interstitial is ejected. The explanation by ejection thus needs a condition: the supply of vacancies must be too small to feed the clusters.

## Why the reaction can push so hard

Let $a$ be the active arsenic concentration, $c$ the cluster density and $A=a+nc$ the total arsenic. Let $I$ be the interstitial concentration divided by its equilibrium value. I take neutral clusters and ideal (Boltzmann) statistics. Each active arsenic atom supplies one electron, so the electron density is also $a$.

The free energy per volume, in units of $kT$, is

$$F=2(a\ln a-a)+(c\ln c-c)+c\,(g+\ln I).$$

The factor 2 counts donors and electrons, $g$ is the formation term of a cluster, and $\ln I$ is the price of handing one interstitial to surroundings at supersaturation $I$. Since $da/dc=-n$, the minimum satisfies

$$\frac{dF}{dc}=-2n\ln a+\ln c+g+\ln I=0
\quad\Rightarrow\quad cI=K a^{2n},\qquad K=e^{-g}. \tag{2}$$

For $n=4$ the power is eight. At fixed $c$, doubling the active arsenic multiplies the balancing supersaturation by $2^8=256$. Arsenic held well above its equilibrium level can therefore eject interstitials against a large supersaturation. Conversely, a supersaturation holds deactivation back.

## The defect budget

Let the surface be at $x=0$ and the layer base at $x=L$. Write $V$ for the vacancy concentration over its equilibrium value. Let $P_I$ and $P_V$ be the transport capacities of the layer: diffusivity times equilibrium concentration, including defects carried in pairs with arsenic. I take them as constant. Some interstitials may be stored in dislocation loops, with density $q$.

Let $e$ be the ejection rate, $b$ the vacancy-capture rate, $s$ the storage rate in loops and $r$ the recombination rate. Then, with primes for derivatives in depth,

$$\partial_t C_I=P_I I''+e-s-r,\qquad \partial_t C_V=P_V V''-b-r .$$

Both routes make clusters, so $\partial_t c=e+b$, while $\partial_t q=s$. Subtracting the second balance from the first removes $r$:

$$\partial_t(C_I-C_V)=P_I I''-P_V V''+\partial_t(c-q).$$

The two transport terms combine if we define

$$u=P_I(I-1)+P_V(1-V),\qquad u''=P_I I''-P_V V''.$$

Integrate over the anneal time $t$, starting without clusters or loops. The stock of free defects is neglected beside the clusters. With $\Theta(x)=\int_0^t u\,dt'$ this leaves

$$\Theta''=-(c-q).$$

The surface is taken as a perfect sink and source, $I=V=1$, so $\Theta(0)=0$. No defects are lost to the deep substrate, so $\Theta'(L)=0$. One integration gives $\Theta'(x)=\int_x^L(c-q)\,dx'$. A second, with the order of integration exchanged, gives

$$\Theta(L)=\int_0^L dx\int_x^L (c-q)\,dx'=\int_0^L x'(c-q)\,dx'.$$

Hence, at the layer base,

$$P_I\!\int_0^t (I-1)\,dt'+P_V\!\int_0^t (1-V)\,dt'=\int_0^L x\,(c-q)\,dx\equiv M. \tag{3}$$

No rate constant remains. A cluster counts in proportion to its depth, because an interstitial ejected deeper has farther to go to the surface. In the model the flux of each defect vanishes at $L$, and a marker close below the layer is assigned the values at the base.

The two terms on the left are not alike. A vacancy deficit cannot exceed complete depletion, so with $0\le V\le1$ the second term lies between 0 and $P_Vt$. Therefore

$$\frac{M-P_Vt}{P_It}\le \langle I\rangle-1\le\frac{M}{P_It}. \tag{4}$$

The interstitial term has no such cap. When $M$ is much larger than $P_Vt$, vacancies flowing in from the surface cannot pay the bill and interstitials must accumulate. When $M<P_Vt$, the budget alone does not force any enhancement.

## Two limits: no loops, and loops

First suppose that clusters eject interstitials at a constant rate $G$, with no loops and no vacancy capture. In the steady state $P_II''=-G$. With $I(0)=1$ and $I'(L)=0$,

$$I(x)=1+\frac{G}{P_I}\left(Lx-\frac{x^2}{2}\right),\qquad I(L)-1=\frac{GL^2}{2P_I}. \tag{5}$$

Take $G=10^{16}$ cm$^{-3}$ s$^{-1}$, $L=200$ nm $=2\times10^{-5}$ cm and $P_I=4\times10^3$ cm$^{-1}$ s$^{-1}$. Then

$$I(L)-1=\frac{10^{16}\times4\times10^{-10}}{2\times4\times10^{3}}=500 .$$

At so large a supersaturation, interstitials can gather into loops. Let loops be present and let $S_L$ be the supersaturation at which they neither grow nor shrink. Above $S_L$ they absorb interstitials, and below it they release them. If the exchange is fast, $I$ stays near $S_L$ wherever loops remain.

The layer then divides in two. Deeper than some depth $w$, $I=S_L$ is uniform, nothing flows, and every ejected interstitial is in a loop: $q=c$. Above $w$ the loops are gone and $q=0$. For uniform $c$ and ejection only, equation (3) becomes

$$\frac{c\,w^2}{2}=P_I(S_L-1)\,t,\qquad w=\sqrt{\frac{2P_I(S_L-1)t}{c}}. \tag{6}$$

The fraction of interstitials that has escaped is $w/L$. The loops are exhausted when $w=L$. If $c$ no longer changes, this happens at

$$t_L=\frac{cL^2}{2P_I(S_L-1)}. \tag{7}$$

As a test, a time-dependent simulation of all four densities was run with the same $G$ for 3600 s, giving $c=3.6\times10^{19}$ cm$^{-3}$, and ejection was then stopped. For $S_L=20$, equation (6) gives an escaped fraction of 0.195 at 3600 s, and so does the simulation. The loop lifetime, $9.5\times10^4$ s, agrees as well.

While loops remain and exchange interstitials fast, $S_L$ thus sets the size of the enhancement. With ejection only, and for given $S_L$, $P_I$ and $L$, the cluster density sets how long it lasts. Recombination with vacancies from the surface shortens that time.

## A layer annealed for two hours

The example has $A=4\times10^{20}$ cm$^{-3}$, $n=4$, $L=200$ nm and $t=7200$ s at 1023 K. The other inputs are rough values for this regime: $P_I=4\times10^3$ and $P_V=10^5$ cm$^{-1}$ s$^{-1}$, $S_L=20$, and an equilibrium active level of $1.5\times10^{20}$ cm$^{-3}$ at $I=1$. The last value is on the high side, since the usual fit to measurements gives about $1.1\times10^{20}$ cm$^{-3}$; with that value the mean supersaturation with loops is unchanged and the excess without loops found below rises from 291 to about 400. The value of $S_L$ corresponds to an excess energy $kT\ln S_L=0.26$ eV per interstitial in a loop.

The simulation needs a rate law. I use an ejection rate

$$e=\frac{a}{n\tau}\left(1-\frac{cI}{Ka^{2n}}\right),\qquad \tau=3600\ \mathrm{s},$$

which vanishes at the equilibrium (2). The prefactor is an assumption. Loops are present from the start and exchange interstitials at the rate $s=k(I-S_L)$ with $k=10^{17}$ cm$^{-3}$ s$^{-1}$, chosen large to represent the fast-exchange limit.

**How much arsenic deactivates?** With $I=20$, equation (2) puts the active level at $2.11\times10^{20}$ cm$^{-3}$ instead of $1.50\times10^{20}$, and the simulated base reaches this value. The cluster density there is

$$c=\frac{(4.00-2.11)\times10^{20}}{4}=4.7\times10^{19}\ \mathrm{cm^{-3}}.$$

**What does the boron see?** The mean supersaturation below the layer is 20.1. The interstitial term in (3) is

$$P_I(\langle I\rangle-1)t=4\times10^3\times19.07\times7200=5.49\times10^8\ \mathrm{cm^{-1}},$$

equal to the simulated moment of $c-q$. About $9.7\times10^{14}$ interstitials per cm$^2$ have been ejected and $2.4\times10^{14}$ have escaped, a quarter. The rest sit in loops.

**Could vacancies have prevented it?** Their largest possible payment is $P_Vt=7.2\times10^8$ cm$^{-1}$. With fast vacancy capture switched on, they pay $7.0\times10^8$, nearly the limit, yet the mean supersaturation is still 20.1. The loops cover the difference by storing less. Strong recombination between interstitials and vacancies also leaves 20.1.

A criterion follows from (3). While loops hold the base at $S_L$, the total payment cannot exceed $[P_I(S_L-1)+P_V]t$. When clustering is fastest at the start, as here, the loops last through the anneal if

$$\frac{cL^2}{2}>\left[P_I(S_L-1)+P_V\right]t. \tag{8}$$

Here the left side is about $9.5\times10^9$ cm$^{-1}$ and the right side $1.3\times10^9$ cm$^{-1}$. If both transport capacities are ten times larger, the right side becomes $1.3\times10^{10}$ and the guarantee is lost. The simulation with fast capture then gives a mean of 18.0 but a final value of only 3.0: the loops at the base have run out before the end.

**What if no loops form?** With ejection only, the moment is $M=8.4\times10^9$ cm$^{-1}$, and (3) gives

$$\langle I\rangle-1=\frac{8.37\times10^9}{4\times10^3\times7200}=291 .$$

This is the mean excess in the model for the assumed $\tau$; much slower clustering gives less. It is no prediction for a wafer, in which loops may form.

**Is clustering the cause in the model?** Keep the layer, the anneal and the loop parameters, but reduce the arsenic to $5\times10^{19}$ cm$^{-3}$. In the main example, equilibrium at $I=1$ means $a=1.5\times10^{20}$ cm$^{-3}$ and $c=(4.0-1.5)\times10^{20}/4=6.25\times10^{19}$ cm$^{-3}$. The reduced arsenic is one third of that active level, so (2) at $I=1$ allows only about

$$c\simeq6.25\times10^{19}\times(1/3)^8\simeq10^{16}\ \mathrm{cm^{-3}}.$$

The moment $cL^2/2$ is then about $2\times10^6$ cm$^{-1}$, and dividing by $P_It=2.9\times10^7$ cm$^{-1}$ predicts an excess of about 0.07. The simulated mean is 1.07. This control keeps $P_I$ fixed, although most of $P_I$ comes from arsenic–interstitial pairs and falls steeply at lower arsenic; with $P_I=500$ or $160$ cm$^{-1}$ s$^{-1}$ the model gives means of 1.5 and 2.3. Arsenic that stays active thus produces only a small enhancement compared with the main case.

## From interstitials to boron broadening

Let $f$ be the share of equilibrium boron diffusion carried by interstitials. Then

$$\frac{D_B}{D_B^*}=fI+(1-f)V. \tag{9}$$

With $f=0.98$ and ejection only, where $V=1$, the mean enhancement is $0.98\times20.07+0.02=19.7$.

For a marker profile $C(z,t)$ of unit area, with $D_B$ uniform across it, two integrations by parts give

$$\frac{d\sigma^2}{dt}=\int z^2D_B\frac{\partial^2C}{\partial z^2}\,dz=2D_B,
\qquad \sigma^2=\sigma_0^2+2\int_0^tD_B\,dt'.$$

Take $\sigma_0=10$ nm and a rough $D_B^*=7\times10^{-18}$ cm$^2$/s. Without clustering, $2D_B^*t=10.1$ nm$^2$ and $\sigma=10.5$ nm. With clustering,

$$\sigma=\sqrt{100+19.7\times10.1}\ \mathrm{nm}\simeq17.3\ \mathrm{nm}.$$

The marker width grows by 7.3 nm instead of 0.5 nm.

## How far to trust the number

Enhanced boron diffusion below deactivating arsenic layers is an observed effect in silicon. An initial active level of $4\times10^{20}$ cm$^{-3}$ is well above equilibrium at 750 °C, as laser melting or a short hot anneal can leave it. The weakest assumption is a fixed $S_L$, with loops that begin to store interstitials as soon as $I$ exceeds it. Real loops must nucleate, and their energy per interstitial changes with size. Until they form, (5) with the initial rate $G=a/(n\tau)$ puts the base near $I\simeq1400$, so a delay of only 120 s adds about $1400\times120/7200\simeq23$ to the mean and more than doubles it; a delay of 600 s gives a mean near 120. Capture is also limited by diffusion. Loops of radius $R$ holding $\rho=1.57\times10^{15}$ atoms per cm$^2$ have $k\lesssim4qP_I/(R\rho)$, about $8\times10^{14}$ cm$^{-3}$ s$^{-1}$ for $R\approx6$ nm, the size that roughly matches 0.26 eV. Since the base stores $q=k\int(I-S_L)\,dt'$, the mean then exceeds $S_L$ by at least $q/(kt)\approx8$. Both effects raise the enhancement, so for given $S_L$ the value near twenty is a lower limit and the no-loop value an upper one. Setting $S_L=10$ halves the mean supersaturation to 10.1, so the factor of about twenty is inherited from the assumed $S_L$ together with immediate, fast exchange. It also requires clustering fast enough to bring the base up to $S_L$: by (5) with the initial rate $G=a/(n\tau)$, $\tau$ must be below roughly $2.6\times10^5$ s if recombination is negligible. Strong recombination, with $IV=1$, adds a vacancy payment $P_V(1-1/S_L)$ and lowers this limit to about $1.2\times10^5$ s. Slower clustering gives a smaller enhancement. An implanted layer whose damage has not been removed also releases interstitials of its own, which this model leaves out.

The transport capacities are uncertain too. Arsenic–interstitial pairs supply roughly $3.6\times10^3$ of the $4\times10^3$ cm$^{-1}$ s$^{-1}$ in $P_I$, so $P_I$ should fall as arsenic deactivates. By (7), a smaller $P_I$ makes loops last longer; it does not change $S_L$. The pairs also carry arsenic: the escaped dose would move some $2\times10^{14}$ cm$^{-2}$ of it toward the surface, about a quarter of the active arsenic in the top 45 nm, while the model keeps $A$ uniform.

Electron degeneracy makes the clustering drive at the start, relative to the end, about 4.3 times larger than the ideal law says. Arsenic itself moves about 19 nm, a tenth of the layer depth, which blurs the assumed sharp base.

Smaller corrections concern the region below. For a rough trap-slowed diffusivity of $10^{-10}$ cm$^2$/s, interstitials begin to reach a marker 150 nm below the layer after about 2 s, their mean excess there is about 2 % below that at the base, and the substrate takes up some $10^{10}$ cm$^{-2}$, negligible beside the escaped dose. The built-in field has a range of about 5 nm. If the marker is taken as locally neutral, its own holes reach 1.16 times the intrinsic density at the peak, for a boron peak of $3\times10^{17}$ cm$^{-3}$ and an intrinsic density of about $10^{18}$ cm$^{-3}$. They could then raise its diffusivity there by up to about 16 % if boron moves with a singly positive defect. The electric field in the marker, also left out, adds a local effect of at most similar size. The numerical output below lists most of these estimates with the simulation results.

## Computed values

```
Temperature 1023 K, kT 0.0882 eV, anneal 7200 s
Layer depth 200 nm, arsenic 4.0e+20 cm^-3, n = 4
Clustering time tau 3600 s
P_I 4.0e+03, P_V 1.0e+05 cm^-1 s^-1 (rough)
Loop pinning S_L 20, energy kT ln S_L 0.264 eV
Equilibrium active As at I=1:   1.500e20 cm^-3
Equilibrium active As at I=S_L: 2.107e20 cm^-3
Simulated active As at base:    2.107e20 cm^-3
Constant-rate test: G 1.0e+16 cm^-3 s^-1
 no loops, I at base: sim 501.0, formula 501.0
 loops, growth time 3600 s, clusters 3.60e+19 cm^-3
 escaped fraction: sim 0.1948, formula 0.1949
 loop lifetime: sim 9.477e+04 s, formula 9.474e+04 s
Mean I below the layer over the anneal:
 main case (loops, ejection only)   20.07
 with fast vacancy capture          20.07
 with strong I-V recombination      20.07
 without loops (model ceiling)      291.6
 arsenic only 5e19 cm^-3 (control)  1.066
 P_I and P_V tenfold, with capture  17.98
  its final I at the base           2.96
 pinning value S_L = 10             10.07
Largest budget mismatch, all cases  6.8e-06
Main: interstitial payment 5.491e+08 cm^-1
Main: moment of c-q        5.491e+08 cm^-1
Capture: paid by I 5.491e+08 cm^-1
Capture: paid by V 6.956e+08 cm^-1
No loops: moment of c 8.369e+09 cm^-1
Vacancy limit P_V t   7.200e+08 cm^-1
Main: ejected dose 9.670e+14 cm^-2, escaped 2.424e+14 cm^-2
Main: escaped fraction 0.2507
 escaped-dose estimates 2.280e+14 to 2.549e+14 cm^-2
Boron D* 7.0e-18 cm^2/s, interstitial share 0.98
Boron mean diffusivity enhancement 19.68
Marker sigma: start 10.0 nm, no clustering 10.49 nm
Marker sigma with clustering 17.27 nm
Neglected effects:
 electron activity / Boltzmann: start 2.18, end 1.52
 resulting change of drive, start/end 4.26
 arsenic diffusion length 19.3 nm
 As-I pair part of P_I 3.60e+03 cm^-1 s^-1
 interstitials lost to substrate 1.09e+10 cm^-2
 delay to reach marker 150 nm below layer 2.25 s
 marker hole density over n_i 1.161
 Debye length (built-in field range) 5.3 nm
```
